Why the magic angle in electron energy-loss spectroscopy shrinks at high voltage

Q: I record a core-loss edge of a uniaxial crystal. The signal changes when I tilt the crystal, except at one particular collection angle. Why does such an angle exist at all? Please start with the Coulomb interaction alone.

A: Take a parallel beam along z, a circular detector centred on the beam, and a single inelastic event in the first Born approximation. I use Hartree atomic units, with c = 137.036. The beam electron has speed v = βc, Lorentz factor γ and momentum p = γv. It gives energy ω and momentum q to the target and leaves at a small angle θ.

Since dE/dp = v, a small loss reduces the momentum by ω/v. Hence

q_z = ω/v, q_⊥ = γvθ.

The term pθ²/2 in q_z has been dropped. The two components are equal at the characteristic angle

θ_E = q_z/p = ω/(γv²).

The Coulomb amplitude is proportional to ⟨f|exp(iq·r)|i⟩/q². When q is small compared with the inverse size of the core orbital, the exponential may be expanded. Its constant term vanishes because the two states are orthogonal, and i q·r_fi/q² remains, where r_fi = ⟨f|r|i⟩.

Let n be the crystal axis, tilted by χ from the beam. Summed over the final states at loss ω, uniaxial symmetry allows two strengths, S_∥ and S_⊥. For any real vector a,

Σ|a·r_fi|² = S_⊥a² + (S_∥ − S_⊥)(a·n)².

The detector averages over the azimuth φ of a. With n = (sin χ, 0, cos χ),

a·n = a_⊥ cos φ sin χ + a_z cos χ.

In the square, the cross term averages to zero and cos²φ averages to ½, so

⟨(a·n)²⟩ = ½a_⊥² sin²χ + a_z² cos²χ = ½a_⊥² + (a_z² − ½a_⊥²) cos²χ.

All tilt dependence sits in the last term. Near the axis a_z dominates and the bracket is positive; farther out it is negative. The magic angle θ_M is the aperture at which the two regions cancel.

For Coulomb exchange a = q, weighted by 1/q⁴. With x = (θ/θ_E)² we have q_⊥² = q_z²x, and θdθ is proportional to dx. The condition is

∫₀^U (w − x/2)/(1 + x)² dx = 0, w = 1.

I keep w general because the same integral will return. Writing x/(1+x)² = 1/(1+x) − 1/(1+x)² gives

(w + ½)U/(1+U) − ½ ln(1+U) = 0,

or

ln(1+U) = κU/(1+U), κ = 1 + 2w.

U = 0 is the closed aperture. For the other root, write the equation as g(U) = κ with g(U) = (1+U)ln(1+U)/U. Its derivative, [U − ln(1+U)]/U², is positive, and g rises from 1 without bound. There is therefore one nonzero root for each κ > 1, and it grows with κ. For κ = 3 it is U = 15.80, so the Coulomb-only angle is √U θ_E = 3.975 θ_E.

Q: What is missing from that calculation at 200 kV?

A: The beam electron is also a current, and it acts on currents in the target. In Coulomb gauge this is the exchange of a transverse photon, in addition to the instantaneous Coulomb force.

The Dirac equation supplies the beam current. A plane-wave spinor has upper part Nχ_s and lower part Nc(σ·p)χ_s/(E + c²), where χ_s is a two-component spin state and E = γc². Normalization to one, with c²p² = (E − c²)(E + c²), gives N² = (E + c²)/(2E). When the momentum hardly changes,

u†α_k u = N² c χ_s†[σ_k(σ·p) + (σ·p)σ_k]χ_s/(E + c²) = 2N²cp_k/(E + c²) = cp_k/E = v_k/c.

The anticommutator is a multiple of the unit matrix, so there is no spin flip at this order. The beam electron thus has transition density 1 and current v.

For the target, the density is i q·r_fi. Its current follows from [r, H] = ip, valid for a local potential. Between states whose energies differ by ω, this reads −ωr_fi = ip_fi, so p_fi = iωr_fi.

Like charges repel, while parallel currents of like charges attract, so the transverse term enters with the opposite sign. Apart from a common factor, the amplitude is r_fi·F with

F = q/q² − (ω/c)β_T/(q² − ω²/c²), β_T = β − q(β·q)/q².

Here β = v/c as a vector, and β_T is its part perpendicular to q. Energy conservation for a small loss is q·v = ω. Therefore β·q = ω/c, which I call k. The coefficient of q in F is

1/q² + k²/[q²(q² − k²)] = (q² − k² + k²)/[q²(q² − k²)] = 1/(q² − k²),

and that of β is −k/(q² − k²). Together,

F = [q − β(β·q)]/(q² − ω²/c²).

Transverse exchange therefore makes two changes: it replaces q by q′ = q − β(β·q) in the numerator, and it replaces q² by q² − ω²/c² in the denominator. In components,

q′_⊥ = q_⊥, q′_z = (1 − β²)q_z = q_z/γ²,

q² − ω²/c² = q_⊥² + q_z² − β²q_z² = q_⊥² + q_z²/γ².

Q: Is there a picture behind the weaker z component?

A: A dipole transition is driven by the electric field. In Lorenz gauge the moving charge has scalar potential φ_s and vector potential A = βφ_s. For a component varying as exp[i(q·r − ωt)], the field −∇φ_s − (1/c)∂A/∂t equals

−i[q − β(ω/c)]φ_s = −iq′φ_s.

The part induced by the changing vector potential opposes the gradient part along the beam. The target is therefore driven less strongly along z than q alone suggests.

Q: What does this do to the magic angle at 200 and 300 kV?

A: The azimuthal average is unchanged, with a = q′. Let

u = (γθ/θ_E)².

Then q_⊥² = (q_z²/γ²)u, the denominator is (q_z²/γ²)(1 + u), and q′_z² = (q_z²/γ²)(1/γ²). The common factors cancel from the condition, leaving the earlier integral with w = 1/γ²:

ln(1+U) = κU/(1+U), κ = 1 + 2/γ² = 3 − 2β²,

θ_M = (θ_E/γ)√U.

The root has a closed form. Put t = −κ/(1+U). The equation becomes ln(1+U) = κ + t, so 1+U = exp(κ + t). Multiplying by t gives t exp(t) = −κ exp(−κ). One solution, t = −κ, is the closed aperture. The other is the principal Lambert function W₀, hence

U = −κ/W₀(−κ exp(−κ)) − 1.

As an example, take a model loss of 10 hartree.

At 200 kV, γ = 1.3914 and β = 0.6953, so v = 95.28 and

θ_E = 10/(1.3914 × 95.28²) = 0.792 mrad.

With κ = 2.033 the root is U = 4.144, and

θ_M = 0.792 mrad × √4.144/1.3914 = 0.792 mrad × 1.463 = 1.16 mrad, or 0.066°.

At 300 kV, γ = 1.5871 and β = 0.7765, so v = 106.4 and θ_E = 0.556 mrad. With κ = 1.794 the root is U = 2.706, and

θ_M = 0.556 mrad × √2.706/1.5871 = 0.556 mrad × 1.036 = 0.58 mrad, or 0.033°.

Q: So the replacement of q by q − β(β·q) is the whole explanation?

A: It is the part that lowers θ_M/θ_E, but the denominator works against it. The two can be separated on paper by making one change at a time in the integral, although neither half is a consistent theory by itself.

With the numerator changed alone, w = 1/γ⁴ and θ_M = θ_E√U. This gives 1.235 θ_E at 200 kV and 0.882 θ_E at 300 kV. The longitudinal contribution is weaker, so a smaller aperture collects enough transverse contribution to balance it.

With the denominator changed alone, w = γ² and θ_M = θ_E√U/γ. This gives 8.02 θ_E and 12.8 θ_E, both above the Coulomb value of 3.975 θ_E. The narrower denominator gives more weight to small angles, where the longitudinal part dominates, and the aperture must open further to compensate.

With both changes the numerator wins at every voltage within this model. As γ grows, κ falls, so U falls, and the prefactor 1/γ falls as well. Hence θ_M/θ_E decreases steadily from its slow-electron value.

Q: My aperture is marked in milliradians. Is the whole fall from 200 to 300 kV due to transverse photons?

A: No. θ_E itself falls because the beam electron is faster and has more momentum. Even pure Coulomb exchange would take the magic angle from 3.15 to 2.21 mrad. The full fall factorizes as

θ_M(300 kV)/θ_M(200 kV) = 0.703 × 0.708 = 0.498.

The first factor is the change in θ_E, and the second is the change in θ_M/θ_E. In this voltage step they contribute almost equally. Transverse exchange accounts for the second factor, and for θ_M lying well below the Coulomb-only angle at each voltage.

Q: What happens at the two extremes of speed?

A: For β → 0, κ → 3 and the Coulomb result returns. For γ → ∞, κ → 1 and U becomes small. Expanding the logarithm,

g(U) = (1 + 1/U)(U − U²/2 + …) = 1 + U/2 + …

Setting this equal to 1 + 2/γ² gives U ≈ 4/γ², and therefore

θ_M ≈ 2θ_E/γ².

At 300 kV this would give 0.79 θ_E instead of 1.04 θ_E, so the microscope is not yet in that limit.

Q: How badly would I be misled if I used the Coulomb-only aperture?

A: Take the extreme case S_⊥ = 0, in which the transition dipole lies along the crystal axis. The signal with the axis parallel to the beam, divided by that with the axis perpendicular, is the ratio of the integrals of (1/γ²)/(1+u)² and (u/2)/(1+u)²:

R = (2/γ²)[U_c/(1+U_c)]/[ln(1+U_c) − U_c/(1+U_c)].

Here U_c = (3.975γ)² describes the chosen aperture. The result is R = 0.40 at 200 kV and 0.28 at 300 kV, where a magic aperture would give 1. If S_⊥ is nonzero but smaller than S_∥, the ratio lies between R and 1.

Q: How good are the small-angle and dipole approximations here, and when should I distrust the formula?

A: The small-angle and small-loss approximations can be removed together by using full Dirac spinors for the beam electron, summing over spins, keeping the exact kinematics, integrating numerically over the detector and searching for the angle at which the parallel and perpendicular signals agree. This gives 1.161 mrad at 200 kV, against 1.158 mrad from the formula, and 0.5775 against 0.5767 mrad at 300 kV. The differences are about 0.2 and 0.1 percent of the formula's values. Most of this comes from the finite energy loss rather than the angle, and it grows roughly in proportion to ω: at 100 hartree it is about 2.2 and 1.3 percent.

For the dipole approximation, consider a hydrogenic 1s → 2p transition with the nuclear charge Z chosen so that 3Z²/8 = 10 hartree. At the rim of the magic aperture q is 0.186 at 200 kV. Numerical integration puts the charge and transverse-current matrix elements 0.17 and 0.12 percent below their dipole values. At 300 kV, where q is 0.135, the deficits are 0.09 and 0.06 percent. Their effect on θ_M itself is about 0.02 percent or less. With Z tied to the loss in this way the deficits grow roughly in proportion to ω, to about 1.7 and 1.1 percent at 100 hartree and 200 kV.

These figures concern the model's internal approximations. The formula does not cover a convergent beam, an off-axis detector, elastic scattering and channelling before or after the loss, or the dielectric response of the sample. The last is large at low loss and not negligible even at a core edge: in an isotropic bulk medium 1 − β² is replaced by 1 − εβ², and a real ε differing from 1 by about 0.01, the size of the free-electron estimate for graphite at 10 hartree, moves θ_M by 1 to 2 percent at these voltages, more than the internal errors above. Also, for small losses θ_M is proportional to ω at fixed voltage, so one fixed aperture is magic at one energy loss and not across a wide spectrum.
